\section*{Rejection-Free Sampling of a Sharply Truncated Thompson Sputtering Spectrum}

\section{A small share of atoms that moves the mean}

In a model of zirconium sputtered by 400 eV argon ions, the energy spectrum of the emitted atoms is cut off at 332.6 eV. If energies are drawn from the same spectrum without a cutoff, 3.7\% of them lie above this value. Setting those few energies equal to the cutoff gives a mean of 44.0 eV, whereas the truncated spectrum has a mean of 33.0 eV. The way in which the upper end is treated thus changes the mean by a third.

The spectrum in question is the Thompson spectrum. Let $E$ be the kinetic energy of an atom outside the target and $U$ the surface binding energy. The number of emitted atoms per energy interval is taken as
\begin{equation}
 f(E)\propto \frac{E}{(E+U)^3},\qquad 0<E<E_c,
 \label{density}
\end{equation}
and as zero above the cutoff $E_c$. The task is to turn a random number $u$, uniform between 0 and 1, into an energy with this distribution, without discarding any draw.

\section{One draw by hand}

Take $U=6.3$ eV and $E_c=332.58$ eV. Without a cutoff, the probability of an energy below $E$ is
\begin{equation}
 F(E)=\left(\frac{E}{E+U}\right)^2 .
 \label{cdf}
\end{equation}
To verify this, write $q=E/(E+U)$. The quotient rule gives
\begin{equation}
 \frac{dq}{dE}=\frac{(E+U)-E}{(E+U)^2}=\frac{U}{(E+U)^2},
\end{equation}
and therefore
\begin{equation}
 \frac{dF}{dE}=2q\,\frac{dq}{dE}=\frac{2UE}{(E+U)^3}.
 \label{normalized}
\end{equation}
This has the required shape. Since $F(0)=0$ and $F\to1$ for $E\to\infty$, the factor $2U$ is the correct normalization without a cutoff.

The probability of lying below the cutoff is
\begin{equation}
 F_c=F(E_c)=\left(\frac{332.58}{338.88}\right)^2=0.96316 .
\end{equation}
Suppose that the random number is $u=0.5$. We want the energy that has half of the \emph{allowed} probability below it, so we look for $F(E)=p$ with
\begin{equation}
 p=uF_c=0.5\times0.96316=0.48158 .
\end{equation}
The square root of $p$ is $s=0.69396$. It equals $E/(E+U)$, which is solved for $E$ as follows:
\begin{equation}
 s(E+U)=E\;\Rightarrow\; sU=E(1-s)\;\Rightarrow\; E=\frac{Us}{1-s}.
 \label{solve}
\end{equation}
Hence
\begin{equation}
 E=\frac{6.3\times0.69396}{1-0.69396}\ \mathrm{eV}=14.29\ \mathrm{eV}.
\end{equation}
This is the median of the truncated spectrum. Other values of $u$ give other quantiles: 2.8 eV at $u=0.1$, 85 eV at $u=0.9$ and 262 eV at $u=0.99$. The last tenth of the random numbers covers most of the energy range.

\section{The general rule and its proof}

Truncation means conditioning on $E<E_c$. The normalized density is the one in Eq.~(\ref{normalized}) divided by $F_c$, and its cumulative distribution is $F(E)/F_c$. The sampling rule is:
\begin{enumerate}
\item Compute $F_c=[E_c/(E_c+U)]^2$ once.
\item Draw $u$ uniformly between 0 and 1, and set $s=\sqrt{uF_c}$.
\item Return $E=Us/(1-s)$.
\end{enumerate}
The positive root is required because $E/(E+U)$ is positive. To prove the rule, choose any energy $e$ between 0 and $E_c$. As $F$ increases with energy, the statements $E\le e$ and $F(E)\le F(e)$ are equivalent. By construction $F(E)=uF_c$, so
\begin{equation}
 P(E\le e)=P\!\left(u\le\frac{F(e)}{F_c}\right)=\frac{F(e)}{F_c}.
\end{equation}
The last step uses the uniformity of $u$. The result is the cumulative distribution of the truncated spectrum.

Each energy uses one random number, and $E$ increases with $u$. Dividing the unit interval into equal parts therefore divides the spectrum into parts of equal probability, which permits stratified sampling.

A set of 200\,000 energies drawn in this way was compared with the integrated density in 12 energy bins. The chi-square test gave a p-value of 0.93, so the histogram shows no sign of a discrepancy. The sample mean was 32.88 eV with a standard error of 0.11 eV, about one standard error below the value 32.99 eV obtained by integrating the density.

\section{Where the density and the cutoff come from}

The density rests on a model of the collision cascade inside the target. Let $E_i$ be the internal energy of an atom that reaches the surface, and $\theta_i$ the angle between its velocity and the outward normal. Two assumptions are made: the internal flux falls as $E_i^{-2}$, and the directions of motion are isotropic. The flux through the surface carries a factor $\cos\theta_i$, so its angular part is
\begin{equation}
 \cos\theta_i\sin\theta_i\,d\theta_i=-\tfrac12\,d(\cos^2\theta_i).
\end{equation}
The minus sign only records that the cosine falls as the angle grows. Thus $w=\cos^2\theta_i$ is uniformly distributed between 0 and 1 in the arriving flux.

The surface is treated as a planar barrier. It removes the energy $U$ from the motion along the normal and leaves the motion parallel to the surface unchanged. The normal energy is $E_iw$, so escape requires $w>U/E_i$. For uniform $w$ and $E_i>U$ this has the probability $1-U/E_i$. An escaping atom has $E=E_i-U$, hence $dE=dE_i$, and the emitted flux is
\begin{equation}
 \frac{1}{E_i^2}\left(1-\frac{U}{E_i}\right)
 =\frac{E_i-U}{E_i^3}=\frac{E}{(E+U)^3}.
\end{equation}
One power of $E_i$ in the denominator thus comes from the escape condition and two come from the cascade.

The same argument supplies the direction. Outside, the normal energy is $E_iw-U$ and the total energy is $E_i-U$, so the exit angle $\theta$ obeys
\begin{equation}
 \cos^2\theta=\frac{E_iw-U}{E_i-U}.
\end{equation}
This is a linear function of $w$ that maps the escaping range $U/E_i<w<1$ onto the range from 0 to 1. Hence $\cos^2\theta$ is uniform at every energy. A second uniform number $v$ gives $\cos\theta=\sqrt v$, independently of $E$, and the azimuth is uniform as well.

As a test of this derivation, a million internal atoms were given energies distributed as $E_i^{-2}$ and uniform $w$, and were sent against the barrier. A two-sample Kolmogorov--Smirnov test of the escaping energies against the 200\,000 inverted ones gave a p-value of 0.67, which is compatible with a common distribution.

For the cutoff, consider an ion of mass $m_1$, speed $v_0$ and energy $E_0$ that hits a target atom of mass $m_2$ at rest. The centre of mass moves with speed
\begin{equation}
 V=\frac{m_1v_0}{m_1+m_2}.
\end{equation}
In the centre-of-mass frame the target atom approaches with speed $V$. The two momenta are opposite and equal in size, so conservation of energy leaves both speeds unchanged in an elastic collision. Back in the laboratory frame the atom's velocity is the sum of two vectors of length $V$, and its largest speed is $2V$, reached head-on. The largest transferred fraction of the energy is
\begin{equation}
 \Lambda=\frac{m_2(2V)^2}{m_1v_0^2}=\frac{4m_1m_2}{(m_1+m_2)^2}.
\end{equation}
For argon on zirconium $\Lambda=0.8472$. The model admits internal energies up to $\Lambda E_0=338.88$ eV. Outside, the binding energy has been paid, and
\begin{equation}
 E_c=\Lambda E_0-U=338.88-6.3=332.58\ \mathrm{eV}.
\end{equation}
This requires $\Lambda E_0>U$; otherwise the model emits nothing. The limit refers to a single collision with an atom at rest. It is a modelling choice, not a strict bound on what a sequence of collisions can produce.

\section{Why the mean depends on the cutoff}

The mean of the truncated spectrum is
\begin{equation}
 \langle E\rangle=\frac{1}{F_c}\int_0^{E_c}\frac{2UE^2}{(E+U)^3}\,dE .
\end{equation}
Substitute $y=1+E/U$, so that $E=U(y-1)$, $E+U=Uy$ and $dE=U\,dy$. With $x=E_c/U$ the integral becomes
\begin{align}
 2U\int_1^{1+x}\frac{(y-1)^2}{y^3}\,dy
 &=2U\int_1^{1+x}\left(\frac1y-\frac2{y^2}+\frac1{y^3}\right)dy\\
 &=2U\left[\ln y+\frac2y-\frac1{2y^2}\right]_1^{1+x}.
\end{align}
The lower limit contributes $2-\tfrac12=\tfrac32$, which is subtracted:
\begin{equation}
 \langle E\rangle=\frac{2U}{F_c}\left[\ln(1+x)+\frac{2}{1+x}
 -\frac{1}{2(1+x)^2}-\frac32\right].
 \label{mean}
\end{equation}
For $x=52.79$ this gives 32.99 eV, in agreement with direct quadrature.

For $x\gg1$ the mean approaches $2U(\ln x-\tfrac32)$. It grows without limit as the cutoff is raised, so the spectrum without a cutoff has no finite mean. The reason is the tail: for $E\gg U$ the density is close to $2U/E^2$, and its contribution to the mean, $2U\,dE/E$, is the same for every decade of energy. Far out in the tail each further decade adds $2U\ln10=29.0$ eV. The example is not yet fully in this limit: at $x=52.79$ the asymptotic form gives 31.1 eV instead of 33.0 eV, and raising the cutoff tenfold adds 27.4 eV. The same increase was found by quadrature when the cutoff was raised from $10^5U$ to $10^6U$.

The typical atom is much slower than the mean suggests. The maximum of the density follows from
\begin{equation}
 \frac{d}{dE}\ln\frac{E}{(E+U)^3}=\frac1E-\frac3{E+U}=0
 \;\Rightarrow\; E=\frac U2 ,
\end{equation}
which is 3.15 eV here. The median is 14.3 eV, and the mean is more than twice the median because of the long tail.

The opening numbers can now be traced. Moving excess energies to the cutoff leaves a share $F_c$ distributed as it should be and puts the share $1-F_c$ at the single energy $E_c$. The resulting mean is
\begin{equation}
 0.96316\times32.99+0.03684\times332.58=44.03\ \mathrm{eV}.
\end{equation}
The misplaced share is small, but it sits at ten times the proper mean.

\section{Rejection and the two limits of the cutoff}

Rejection is a correct alternative: draw from the spectrum without a cutoff and repeat until the energy lies below $E_c$. If $n$ is the average number of draws, one draw is always made, and with probability $1-F_c$ the procedure starts again. Thus
\begin{equation}
 n=1+(1-F_c)n\;\Rightarrow\; n=\frac1{F_c}.
\end{equation}
In the example $n=1.04$, so inversion saves little work; its benefit here is the fixed use of one random number per energy. A Kolmogorov--Smirnov test between the inverted sample and the accepted part of 200\,000 unrestricted draws gave a p-value of 0.22, so the two methods are statistically compatible.

For a high cutoff, $x\gg1$, the discarded share is
\begin{equation}
 1-F_c=1-\frac{x^2}{(1+x)^2}=\frac{1+2x}{(1+x)^2}\approx\frac2x ,
\end{equation}
and rejection becomes ever cheaper. For a low cutoff the situation is reversed. At $E_c=U$ one has $F_c=1/4$, and rejection needs four draws on average. For $x\ll1$, $F_c\approx x^2$ and the cost grows as $1/x^2$, while inversion still needs one draw.

In this low limit the denominator in Eq.~(\ref{density}) is nearly constant, and the density rises linearly up to the cutoff. The rule reduces to $s\approx x\sqrt u$ and
\begin{equation}
 E\approx Us\approx E_c\sqrt u .
\end{equation}
The mean is then $E_c\int_0^1\sqrt u\,du=2E_c/3$. More generally, if $E_c<U/2$ the density has no interior maximum and is largest at the cutoff. The sampler remains correct for the stated density, but the density itself is then doubtful: so close to the emission threshold, few collisions take place and an isotropic cascade is a poor assumption.

\section{A form that keeps its digits}

When $E_c/U$ is very large and $u$ is close to 1, $s$ is close to 1 and the difference $1-s$ loses significant digits. The loss can be removed by algebra. With $r=\sqrt u$, the square root is $s=rE_c/(E_c+U)$. Insert this into Eq.~(\ref{solve}) and multiply numerator and denominator by $E_c+U$:
\begin{equation}
 E=\frac{UE_cr}{E_c+U-E_cr}=\frac{UE_cr}{U+E_c(1-r)} .
\end{equation}
The difference $1-r$ is still delicate. Since $(1-r)(1+r)=1-u$, it can be replaced:
\begin{equation}
 E=\frac{UE_c\,r}{U+E_c\,\dfrac{1-u}{1+r}},\qquad r=\sqrt u .
 \label{stable}
\end{equation}
Here the subtraction acts on the random number itself, before any rounding by the square root. At $u=1$ the formula returns $E_c$, and at $u=0$ it returns zero.

Both forms were compared with 50-digit arithmetic at 18 values of $u$ between $10^{-12}$ and $1-10^{-15}$. For $E_c/U=10^{12}$ the largest relative error was $3\times10^{-5}$ for the plain form and $2\times10^{-16}$ for Eq.~(\ref{stable}). For the zirconium example the errors were $5\times10^{-15}$ and $3\times10^{-16}$, so either form serves there.

\section{The model beside a real sputtering source}

The example has the scale of magnetron sputtering: ions of a few hundred eV, a binding energy of several eV and a gas pressure of a few mTorr. The values of $U$ and of the gas parameters are rough. Of the assumptions at the target whose effect is estimated here, the sharp edge and the exponent of the cascade matter most. An atom struck head-on by an incoming ion moves into the target and must be turned round by further collisions, which cost energy, so a gradual decline is more plausible. One simple choice multiplies the density by
\begin{equation}
 g(E)=1-\sqrt{\frac{E+U}{\Lambda E_0}},
\end{equation}
which vanishes at $E_c$, and normalizes it again. With $U$, $E_0$ and $E_c$ held fixed, the mean falls from 33.0 to 22.0 eV, and the share of atoms above 100 eV falls from 8.1\% to 3.3\%. This difference of a third measures the sensitivity to the assumed edge; it is not an error relative to experiment. At 400 eV the cascade is also incompletely developed and partly directed, an effect that the present model cannot size.

The internal law $E_i^{-2}$ is itself the simplest member of a family. In linear cascade theory the spectrum is $E/(E+U)^{3-2m}$, where $m$ depends on the interatomic potential, and Eq.~(\ref{density}) is the case $m=0$. With the sharp cutoff kept, $m=0.1$ raises the mean to 41.6 eV and $m=0.2$ to 52.4 eV, a shift comparable to or larger than that of the edge and of opposite sign. The closed sampling rule above holds for $m=0$ only.

The two other effects estimated at the target are smaller. Changing $U$ by 10\% downwards or upwards, with $\Lambda E_0$ fixed, gives means of 30.8 and 35.1 eV. The thermal energy $k_BT$ at 500 K is 0.043 eV, less than 1\% of $U$.

The spectrum describes atoms as they leave the target, not as they reach a substrate. For a gas at pressure $P$ and temperature $T$, treated as hard spheres at rest with contact distance $d$, the mean free path of a fast atom is
\begin{equation}
 \lambda=\frac{k_BT}{P\pi d^2}.
\end{equation}
With 3 mTorr of argon at 300 K and a rough $d=0.30$ nm, $\lambda=3.7$ cm. Over 5 cm a fraction $e^{-5/3.66}$, about 25\%, arrives without a collision. A collision with impact parameter $bd$ transfers the fraction $\Lambda(1-b^2)$ of the energy, because only the velocity along the line of centres is exchanged. Averaging over the target area gives
\begin{equation}
 \int_0^1 2b\,\Lambda(1-b^2)\,db=\frac\Lambda2\approx0.42 .
\end{equation}
In this hard-sphere estimate most atoms collide and lose a substantial part of their energy on the way. The fixed $d$ overstates the loss for fast atoms, which come closer to the gas atoms before they are deflected. At the median energy of 14 eV, of which about 4.4 eV is available in the centre-of-mass frame, the Ziegler--Biersack--Littmark (ZBL) screened Coulomb potential gives a head-on distance of about 0.20 nm; at such low energies this potential is only a rough guide. With this value of $d$, $\lambda$ is about 8 cm, and roughly half of the atoms cross 5 cm without such a collision. The loss in the gas thus depends strongly on the energy of the atom. The sampled energies are therefore starting values for a transport calculation, and may stand for arrival energies only if the path is much shorter than $\lambda$.

They are also weighted by flux: each draw represents one emitted atom. A snapshot of the vapour near the target counts slow atoms more often, since they stay longer in a given volume. At a fixed direction its energy distribution carries an additional factor $1/\sqrt E$ and must not be compared directly with Eq.~(\ref{density}). The numerical output below lists the values for the example.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Ion mass (Ar), target mass (Zr): 39.948, 91.224 u
Ion energy E0: 400 eV
Surface binding energy U (rough): 6.3 eV
Largest transfer fraction Lambda: 0.8472
Largest internal energy Lambda*E0: 338.88 eV
Cutoff Ec: 332.58 eV;  ratio Ec/U: 52.79
Cutoff probability Fc: 0.96316;  1-Fc: 0.03684
Demo draw u: 0.5;  p=u*Fc: 0.48158
Demo s: 0.69396;  E: 14.286 eV
Energy at u=0.1: 2.835 eV
Energy at u=0.9: 85.066 eV
Energy at u=0.99: 261.669 eV
Most probable energy: 3.150 eV
Mean energy, formula: 32.994 eV
Mean energy, quadrature: 32.994 eV
Sample size: 200000
Sample mean: 32.883 eV
Standard error of sample mean: 0.111 eV
Histogram chi-square p-value: 0.927
p-value, inversion vs rejection: 0.222
p-value, inversion vs barrier simulation: 0.672
Accepted share in rejection run: 0.96318
Rejection draws per energy, this cutoff: 1.038
Rejection draws per energy, Ec=U: 4.00
Mean if excess energies are moved to Ec: 44.03 eV
Mean growth for cutoff 1e5 U to 1e6 U: 29.01 eV
Worst relative error here, plain form: 4.7e-15
Worst relative error here, stable form: 3.0e-16
Worst relative error Ec/U=1e12, plain: 3.3e-05
Worst relative error Ec/U=1e12, stable: 1.9e-16
Mean with smooth roll-off: 21.99 eV
Share above 100 eV, sharp cutoff: 8.12 %
Share above 100 eV, smooth roll-off: 3.26 %
Mean for U lowered by 10%: 30.77 eV
Mean for U raised by 10%: 35.11 eV
Target kT at 500 K: 0.0431 eV
Gas: 3.0 mTorr Ar at 300 K
Contact distance (rough): 0.30 nm
Mean free path in gas: 3.66 cm
Share unscattered over 5 cm: 25.5 %
Mean energy loss per gas collision: 42.4 %
\end{verbatim}
